**Numerical tests of half-wave and quarter-wave emitter arrays**

The program tests that $N$ weakly driven emitters at half-wavelength spacing reflect as one Lorentzian of width $N\Gamma+\gamma'$, and that quarter-wavelength spacing gives a lossless Bloch gap of width $\Gamma$. Here $\Gamma$ is the decay rate into the guide, $\gamma'$ the loss rate (called `loss`), $\Delta$ the detuning and $\omega_0$ the emitter frequency. For two emitters, a photon pulse propagated with explicit guide modes is asserted to agree with the transfer matrices within 0.02 in $R$ and $T$; the largest error printed is 0.011. Direct solutions of the coupled emitter equations are used to assert the Lorentzian, the quarter-wave edge reflectance, the first reflection zeros, the fringe envelope and the decay of transmission with $N$. Gap edges found from the trace of the cell matrix are asserted to match the formulas for four spacings. With a frequency-dependent phase and $\omega_0=10^4\,\Gamma$, the half-wave width is asserted to be within 2 percent of $N\Gamma$ at $N=10$ and within 2 percent of $2\sqrt{\Gamma\omega_0/\pi}$ at $N=1000$. The output also shows that this width overshoots its limit, reaching $121.4\,\Gamma$ at $N=300$ before falling to $114.3\,\Gamma$ at $N=1000$.

## Program and output

```python
"""Weak-light scattering from N identical emitters in a one-dimensional waveguide.

Result under test (frozen propagation phase phi between neighbours):
  phi = pi   : reflectance is one Lorentzian of full width N*Gamma + loss
  phi = pi/2 : lossless Bloch gap |delta| < Gamma/2, of width Gamma for every N
With the true frequency-dependent phase the first width saturates at large N.

Symbols: Gamma = decay rate into the guide (both directions), used as unit 1;
loss = decay rate elsewhere; delta = light frequency minus emitter frequency;
omega0 = emitter frequency; R, T = reflectance, transmittance.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar


def cell_matrix(delta, phi, loss=0.0):
    """Emitter followed by free propagation, built from the amplitudes r and t."""
    delta, phi = np.broadcast_arrays(np.atleast_1d(delta).astype(float), phi)
    r = -0.5j / (delta + 0.5j * (1 + loss))
    t = 1 + r
    forward, backward = np.exp(1j * phi), np.exp(-1j * phi)
    cell = np.empty(delta.shape + (2, 2), complex)
    cell[..., 0, 0] = forward * (t**2 - r**2) / t
    cell[..., 0, 1] = forward * r / t
    cell[..., 1, 0] = -backward * r / t
    cell[..., 1, 1] = backward / t
    return cell


def matrix_amplitudes(delta, phi, n, loss=0.0):
    total = np.linalg.matrix_power(cell_matrix(delta, phi, loss), n)
    return -total[..., 1, 0] / total[..., 1, 1], 1 / total[..., 1, 1]


def emitter_amplitudes(delta, phi, n, loss=0.0):
    """Direct solution of the coupled emitter equations, no transfer matrix."""
    j = np.arange(n)
    coupling = 0.5j * np.exp(1j * phi * abs(j[:, None] - j[None, :]))
    drive = np.exp(1j * phi * j)
    c = np.linalg.solve((delta + 0.5j * loss) * np.eye(n) + coupling, drive)
    return -0.5j * drive @ c, 1 - 0.5j * drive.conj() @ c


def emitter_R(delta, phi, n, loss=0.0):
    return abs(emitter_amplitudes(delta, phi, n, loss)[0])**2


def pulse_spectra(phi0, n, spacing=1.0):
    """Propagate a photon pulse with explicit guide modes (speed of light 1)."""
    length, duration, dt = 120.0, 60.0, 0.01
    detuning = 2 * np.pi * np.arange(-1146, 1147) / length
    j = np.arange(n)[:, None]
    smooth_cutoff = np.exp(-(detuning / 50)**8)
    right = (np.sqrt(1 / (2 * length)) * smooth_cutoff
             * np.exp(1j * (phi0 * j + detuning * spacing * j)))
    g = np.hstack([right, right.conj()])
    g_dagger = g.conj().T.copy()
    energies = np.concatenate([detuning, detuning])
    m = len(detuning)
    start = np.exp(-detuning**2 + 10j * detuning)
    state = np.concatenate([start, np.zeros(m + n)]).astype(complex)

    def rate(y):
        out = np.empty_like(y)
        out[:2 * m] = energies * y[:2 * m] + g_dagger @ y[2 * m:]
        out[2 * m:] = g @ y[:2 * m]
        out *= -1j
        return out

    for _ in range(int(round(duration / dt))):
        k1 = rate(state)
        k2 = rate(state + 0.5 * dt * k1)
        k3 = rate(state + 0.5 * dt * k2)
        k4 = rate(state + dt * k3)
        state = state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    use = (abs(detuning) < 1.5) & (abs(detuning) > 1e-9)
    R = abs(state[:m * 2][m:][use] / start[use])**2
    T = abs(state[:m][use] / start[use])**2
    return detuning[use], R, T


print("All frequencies and rates in units of Gamma")

# Hamiltonian pulse propagation against the matrices. The finite mode band
# shifts detunings by about 1 percent, which sets the tolerance.
for name, phi0 in (("half-wave", np.pi), ("quarter-wave", np.pi / 2)):
    x, R_pulse, T_pulse = pulse_spectra(phi0, 2)
    r, t = matrix_amplitudes(x, phi0 + x, 2)
    error = max(np.max(abs(R_pulse - abs(r)**2)), np.max(abs(T_pulse - abs(t)**2)))
    assert error < 0.02
    print(f"pulse test, N=2, {name}: largest error in R or T = {error:.1e}")

# General spacing with loss: matrices, Chebyshev form and emitter equations.
for n, phi, delta, loss in ((4, 0.7, 0.3, 0.2), (7, 2.1, -0.8, 0.05), (9, 1.2, 1.4, 0.0)):
    r_e, t_e = emitter_amplitudes(delta, phi, n, loss)
    r_m, t_m = matrix_amplitudes(delta, phi, n, loss)
    assert abs(r_e - r_m[0]) < 1e-9
    assert abs(t_e * np.exp(1j * n * phi) - t_m[0]) < 1e-9
    s = 0.5 / (delta + 0.5j * loss)
    q = np.arccos(np.cos(phi) + s * np.sin(phi) + 0j)
    u1, u2 = np.sin(n * q) / np.sin(q), np.sin((n - 1) * q) / np.sin(q)
    denominator = np.exp(-1j * phi) * (1 + 1j * s) * u1 - u2
    assert abs(r_e + 1j * s * np.exp(-1j * phi) * u1 / denominator) < 1e-9
    if loss == 0:
        assert abs(abs(t_e)**2 - 1 / (1 + abs(s * u1)**2)) < 1e-9

# Half-wave array: whole line shape, width and collective decay rates.
sizes = (3, 5, 10, 20)
for loss in (0.0, 0.1):
    for n in sizes:
        for delta in (-8.0, -0.7, 0.2, 3.0, 15.0):
            lorentzian = (n / 2)**2 / (delta**2 + ((n + loss) / 2)**2)
            assert abs(emitter_R(delta, np.pi, n, loss) - lorentzian) < 1e-9
        peak = emitter_R(1e-6, np.pi, n, loss)
        half = brentq(lambda d: emitter_R(d, np.pi, n, loss) - peak / 2, 1e-3, 5 * n)
        assert abs(2 * half - (n + loss)) < 1e-6
        print(f"half-wave, loss={loss:.1f}, N={n}: full width = {2*half:.4f}, peak R = {peak:.5f}")
for n in sizes:
    j = np.arange(n)
    rates = np.linalg.eigvalsh(np.cos(np.pi * (j[:, None] - j[None, :])))
    assert abs(rates[-1] - n) < 1e-10 and np.max(abs(rates[:-1])) < 1e-10
print(f"half-wave, N={n}: collective decay rate = {rates[-1]:.4f}, dark modes = {np.sum(abs(rates) < 1e-10)}")


def half_trace(delta, phi):
    return np.trace(cell_matrix(delta, phi)[0]).real / 2


# Bloch gap for several spacings, and emitter equations at its upper edge.
for fraction in (0.5, 0.7, 0.9, 0.98):
    phi = fraction * np.pi
    upper = brentq(lambda d: half_trace(d, phi) - 1, 1e-4, 1e3)
    lower = brentq(lambda d: half_trace(d, phi) + 1, -1e3, -1e-4)
    assert abs(upper - 0.5 / np.tan(phi / 2)) < 1e-7
    assert abs(lower + 0.5 * np.tan(phi / 2)) < 1e-7
    assert abs(upper - lower - 1 / np.sin(phi)) < 1e-7
    edge_T = abs(emitter_amplitudes(0.5 / np.tan(phi / 2), phi, 8)[1])**2
    assert abs(edge_T - 1 / (1 + (8 * np.tan(phi / 2))**2)) < 1e-8
    print(f"phi = {fraction:.2f} pi: gap from {lower:.4f} to {upper:.4f}, width = {upper-lower:.4f}")

# Quarter-wave array of finite length, from the emitter equations.
quarter = np.pi / 2
for n in sizes:
    inside = [emitter_R(d, quarter, n) for d in np.linspace(-0.5, 0.5, 201)]
    assert abs(min(inside) - n**2 / (1 + n**2)) < 1e-9
    grid = np.arange(0.45, 1.6, 0.001)
    R = np.array([emitter_R(d, quarter, n) for d in grid])
    outside = grid > 0.5005
    assert np.max(R[outside] * 4 * grid[outside]**2) < 1 + 1e-8
    dips = np.where((R[1:-1] < R[:-2]) & (R[1:-1] < R[2:]) & (R[1:-1] < 0.3))[0] + 1
    i = dips[0]
    zero = minimize_scalar(lambda d: emitter_R(d, quarter, n), method="bounded",
                           bounds=(grid[i - 1], grid[i + 1]), options={"xatol": 1e-10}).x
    assert abs(zero - 0.5 / np.cos(np.pi / n)) < 1e-5
    T_in = abs(matrix_amplitudes(0.25, quarter, n)[1][0])**2
    print(f"quarter-wave, N={n}: edge R = {min(inside):.5f}, first zero at {zero:.5f}, "
          f"lobe width = {2*zero:.5f}, T(0.25) = {T_in:.3e}")
kappa = np.arccosh(2.0)
T5, T8 = (abs(emitter_amplitudes(0.25, quarter, n)[1])**2 for n in (5, 8))
assert abs(np.log(T5 / T8) / 3 - 2 * kappa) < 1e-4
print(f"quarter-wave, detuning 0.25: kappa = {kappa:.4f}, T falls per emitter by {np.exp(2*kappa):.3f}")

# Half-maximum width of short quarter-wave arrays does depend on N.
for n in (1, 2):
    half = brentq(lambda d: emitter_R(d, quarter, n) - 0.5, 0.1, 3)
    assert abs(2 * half - np.sqrt(n)) < 1e-8
    print(f"quarter-wave, N={n}: full width at half maximum = {2*half:.4f}")
for delta in (0.0, 0.5):
    print(f"quarter-wave, N=20, loss=0.1, detuning {delta:.1f}: R = {emitter_R(delta, quarter, 20, 0.1):.4f}")

# True frequency-dependent phase.
omega0 = 1e4
saturated = 2 * np.sqrt(omega0 / np.pi)


def dispersive_R(delta, n):
    return abs(matrix_amplitudes(delta, np.pi * (1 + np.asarray(delta) / omega0), n)[0])**2


print(f"omega0 = {omega0:.0f}, sqrt(omega0/Gamma) = {np.sqrt(omega0):.0f}")
exact_edge = brentq(lambda d: 0.5 / d - np.tan(np.pi * d / (2 * omega0)), 1, 1000)
trace_edge = brentq(lambda d: half_trace(d, np.pi * (1 + d / omega0)) + 1, 20, 200)
assert abs(exact_edge - trace_edge) < 1e-3
assert abs(2 * exact_edge / saturated - 1) < 1e-3
print(f"half-wave gap with dispersion: width = {2*exact_edge:.3f}, estimate = {saturated:.3f}")
widths = {}
for n in (10, 30, 100, 300, 1000):
    grid = np.arange(0.5, 1.5 * saturated, 0.05)
    first = np.where(dispersive_R(grid, n) < 0.5)[0][0]
    half = brentq(lambda d: dispersive_R(d, n)[0] - 0.5, grid[first - 1], grid[first])
    widths[n] = 2 * half
    print(f"half-wave with dispersion, N={n}: full width = {widths[n]:.3f}")
assert abs(widths[10] / 10 - 1) < 0.02
assert abs(widths[1000] / saturated - 1) < 0.02

for frequency in (100.0, omega0):
    def trace_here(d):
        return half_trace(d, quarter * (1 + d / frequency))
    upper = brentq(lambda d: trace_here(d) - 1, 0.1, 2, xtol=1e-13)
    lower = brentq(lambda d: trace_here(d) + 1, -2, -0.1, xtol=1e-13)
    assert abs(upper - lower - (1 - np.pi / (4 * frequency))) < 3 / frequency**2
    print(f"quarter-wave gap with dispersion, omega0={frequency:.0f}: width = {upper-lower:.6f}")

print("all good")
```

It prints:

```
All frequencies and rates in units of Gamma
pulse test, N=2, half-wave: largest error in R or T = 5.5e-03
pulse test, N=2, quarter-wave: largest error in R or T = 1.1e-02
half-wave, loss=0.0, N=3: full width = 3.0000, peak R = 1.00000
half-wave, loss=0.0, N=5: full width = 5.0000, peak R = 1.00000
half-wave, loss=0.0, N=10: full width = 10.0000, peak R = 1.00000
half-wave, loss=0.0, N=20: full width = 20.0000, peak R = 1.00000
half-wave, loss=0.1, N=3: full width = 3.1000, peak R = 0.93652
half-wave, loss=0.1, N=5: full width = 5.1000, peak R = 0.96117
half-wave, loss=0.1, N=10: full width = 10.1000, peak R = 0.98030
half-wave, loss=0.1, N=20: full width = 20.1000, peak R = 0.99007
half-wave, N=20: collective decay rate = 20.0000, dark modes = 19
phi = 0.50 pi: gap from -0.5000 to 0.5000, width = 1.0000
phi = 0.70 pi: gap from -0.9813 to 0.2548, width = 1.2361
phi = 0.90 pi: gap from -3.1569 to 0.0792, width = 3.2361
phi = 0.98 pi: gap from -15.9103 to 0.0157, width = 15.9260
quarter-wave, N=3: edge R = 0.90000, first zero at 1.00000, lobe width = 2.00000, T(0.25) = 1.110e-03
quarter-wave, N=5: edge R = 0.96154, first zero at 0.61803, lobe width = 1.23607, T(0.25) = 5.723e-06
quarter-wave, N=10: edge R = 0.99010, first zero at 0.52573, lobe width = 1.05146, T(0.25) = 1.092e-11
quarter-wave, N=20: edge R = 0.99751, first zero at 0.50623, lobe width = 1.01247, T(0.25) = 3.974e-23
quarter-wave, detuning 0.25: kappa = 1.3170, T falls per emitter by 13.928
quarter-wave, N=1: full width at half maximum = 1.0000
quarter-wave, N=2: full width at half maximum = 1.4142
quarter-wave, N=20, loss=0.1, detuning 0.0: R = 0.8190
quarter-wave, N=20, loss=0.1, detuning 0.5: R = 0.5286
omega0 = 10000, sqrt(omega0/Gamma) = 100
half-wave gap with dispersion: width = 112.836, estimate = 112.838
half-wave with dispersion, N=10: full width = 10.052
half-wave with dispersion, N=30: full width = 31.320
half-wave with dispersion, N=100: full width = 106.140
half-wave with dispersion, N=300: full width = 121.430
half-wave with dispersion, N=1000: full width = 114.250
quarter-wave gap with dispersion, omega0=100: width = 0.992237
quarter-wave gap with dispersion, omega0=10000: width = 0.999921
all good
```
